\section*{Two Derivations of the Lattice-Periodic Response to a Displacement Wave}

\section{Definitions and conventions}

A crystal has lattice vectors $R$, reciprocal vectors $G$ and one ion per cell. The symbols $r,R,k,q,G$ denote vectors, and $qR$ is a scalar product. Hartree atomic units are used. The electrons are spin-paired and obey a mean-field Hamiltonian $H=-\tfrac12\nabla^2+V(r)$, where $V$ has the period of the lattice and contains the ionic wells $v(r-R)$, the electron repulsion and a local exchange-correlation potential.

The Bloch states are $\psi_{nk}=N^{-1/2}e^{ikr}u_{nk}$ on a ring of $N$ cells, where $u_{nk}$ is periodic and normalized in one cell. Occupied bands carry the label $v$ and empty bands the label $c$.

The ions move along a fixed direction by
\begin{equation}
u_R=u\,e^{iqR}.
\label{wave}
\end{equation}
Real ions cannot have complex displacements. A first-order response is linear, however, so the response to (\ref{wave}) is defined as the response to $u\cos qR$ plus $i$ times the response to $u\sin qR$. The symbol $\Delta$ denotes such a derivative with respect to $u$ at $u=0$. With $g(r)=\partial v(r-u)/\partial u$ at $u=0$, the ionic part of the perturbation is
\begin{equation}
\Delta V_{\rm ion}(r)=\sum_R e^{iqR}g(r-R).
\label{bare}
\end{equation}

A function $f$ is said to have class $q$ if $f(r+R)=e^{iqR}f(r)$ for every $R$. This means that $f=e^{iqr}p$ with $p$ periodic, because $p=e^{-iqr}f$ gives
\[
p(r+R)=e^{-iqr}e^{-iqR}e^{iqR}f(r)=p(r).
\]

The result to be derived has two parts. To first order in $u$, the full self-consistent perturbation is $\Delta V=e^{iqr}v_q(r)$ with $v_q$ periodic, so it connects a Bloch state $k$ to states $k+q$ alone, modulo a vector $G$. The response then follows from equations for periodic functions in one cell, in which $q$ is a free parameter. The selection rule needs only the periodicity of the unperturbed state and a unique linear response. The working equations below also assume an insulator with time-reversal symmetry.

\section{First derivation: translation symmetry}

\subsection{The self-consistent potential has class $q$}

Let $(T_Rf)(r)=f(r+R)$. Applying $T_S$ to (\ref{bare}) and renaming $R-S$ as $R$ gives
\begin{equation}
\Delta V_{\rm ion}(r+S)=\sum_R e^{iqR}g\bigl(r-(R-S)\bigr)=e^{iqS}\Delta V_{\rm ion}(r).
\end{equation}
The electrons respond, and their response changes the potential:
\begin{equation}
\Delta V=\Delta V_{\rm ion}+K\Delta n,\qquad \Delta n=\chi_0\Delta V .
\label{scf}
\end{equation}
Here $K$ is the repulsion $w(r-r')$ plus the local kernel $f_{\rm xc}(r)\delta(r-r')$, and $\chi_0$ is the density response of electrons in a given potential. Both commute with $T_R$. For $K$ this holds because $w$ depends on $r-r'$ and $f_{\rm xc}$ is periodic. For $\chi_0$ it holds because a lattice translation leaves $H$ and its occupied states unchanged, so a shifted perturbation gives a shifted density.

Eliminating $\Delta V$ from (\ref{scf}) gives $(1-\chi_0K)\Delta n=\chi_0\Delta V_{\rm ion}$. Now apply $e^{-iqR}T_R$ to both sides. The right side does not change, so $e^{-iqR}T_R\Delta n$ solves the same equation as $\Delta n$. If $1-\chi_0K$ is invertible, the solution is unique and the two are equal:
\begin{equation}
\Delta n(r+R)=e^{iqR}\Delta n(r).
\end{equation}
Thus $\Delta n=e^{iqr}n_q$, and by (\ref{scf}) $\Delta V=e^{iqr}v_q$, with $n_q$ and $v_q$ periodic. Invertibility fails at an instability, where a density wave can appear without a driving force.

\subsection{The selection rule}

As an operator, $T_R\Delta VT_R^{-1}=e^{iqR}\Delta V$, while $T_R\psi_{nk}=e^{ikR}\psi_{nk}$. Since $T_R$ is unitary,
\begin{equation}
\langle\psi_{mk'}|\Delta V|\psi_{nk}\rangle
=\langle T_R\psi_{mk'}|T_R\Delta V\psi_{nk}\rangle
=e^{i(k+q-k')R}\langle\psi_{mk'}|\Delta V|\psi_{nk}\rangle .
\label{select}
\end{equation}
The factor $e^{-ik'R}$ comes from the complex conjugate on the left state. If the element is not zero, the phase must be 1 for every $R$, which requires $k'=k+q+G$.

\subsection{The first-order orbitals}

Let $P$ project on the occupied states, and let $Q=1-P$. For a real perturbation $W$, the projector changes by $\delta P$. The first-order part of $P^2=P$ is $P\delta P+\delta P\,P=\delta P$. Multiplying by $P$ on both sides gives $2P\delta PP=P\delta PP$, so $P\delta PP=0$; multiplying by $Q$ on both sides gives $Q\delta PQ=0$. Changes within the filled bands therefore leave the density unaltered, and what remains is
\begin{equation}
\delta P=\sum_v\bigl(|\delta\psi_v\rangle\langle\psi_v|+|\psi_v\rangle\langle\delta\psi_v|\bigr),
\qquad \delta\psi_v=Q\,\delta P\,\psi_v ,
\end{equation}
where $v$ here runs over all occupied states. The perturbed projector commutes with the perturbed Hamiltonian, so $[H,\delta P]+[W,P]=0$. Acting on $\psi_v$ and projecting with $Q$ gives
\begin{equation}
(H-\varepsilon_v)\delta\psi_v=-QW\psi_v .
\label{stern}
\end{equation}
The gap makes $H-\varepsilon_v$ invertible among the empty states.

For the complex wave, (\ref{stern}) is used with $W=\Delta V$. Its right side has class $k+q$, because $H$ and $Q$ are translation invariant. Hence $\Delta\psi_{vk}=N^{-1/2}e^{i(k+q)r}\Delta u_{vk}$ with $\Delta u_{vk}$ periodic. Define
\begin{equation}
H_k=e^{-ikr}He^{ikr}=\tfrac12(-i\nabla+k)^2+V ,
\end{equation}
and let $P_k$ project on the occupied $u_{vk}$. Multiplying (\ref{stern}) by $N^{1/2}e^{-i(k+q)r}$ gives the periodic Sternheimer equation
\begin{equation}
(H_{k+q}+\alpha P_{k+q}-\varepsilon_{vk})\Delta u_{vk}
=-(1-P_{k+q})\,v_q\,u_{vk}.
\label{periodic}
\end{equation}
The term with $\alpha$ vanishes on the solution. It is added so that the operator is also invertible on the occupied states, for which it suffices that $\alpha$ exceeds the energy range from the lowest to the highest occupied level, all occupied bands taken together.

\subsection{The density and the closed set of equations}

For real $W$, $\delta n=2\sum_v(\psi_v^*\delta\psi_v+\psi_v\delta\psi_v^*)$, with 2 for spin. Now add the cosine response and $i$ times the sine response. In the first term this produces $\Delta V=W_{\cos}+iW_{\sin}$. In the second it produces the conjugate of the orbital driven by $W_{\cos}-iW_{\sin}=\Delta V^*$, the wave with $-q$. Its phase is $e^{ikr}e^{-i(k-q)r}=e^{iqr}$, so this term also has class $q$.

With time-reversal symmetry $H$ is real, and $\psi_{vk}^*$ is an occupied state at $-k$ with the same energy. Conjugating (\ref{stern}) for the drive $\Delta V^*$ turns it into the equation for the drive $\Delta V$ acting on that state. Summed over a $k$ set symmetric under $k\to-k$, the two terms are equal:
\begin{equation}
n_q=\frac{4}{N}\sum_{vk}u_{vk}^*\Delta u_{vk}.
\label{density}
\end{equation}

To close the set, expand $n_q=\sum_Gn_{q,G}e^{iGr}$ and let $\hat w(Q)=\int w(s)e^{-iQs}ds$. With $r'=r-s$,
\begin{equation}
\int w(r-r')e^{i(q+G)r'}dr'=e^{i(q+G)r}\hat w(q+G),
\end{equation}
and therefore
\begin{equation}
v_q=v_q^{\rm ion}+\sum_G\hat w(q+G)n_{q,G}e^{iGr}+f_{\rm xc}n_q,
\quad v_q^{\rm ion}=\sum_Re^{-iq(r-R)}g(r-R).
\label{closure}
\end{equation}
Equations (\ref{periodic}), (\ref{density}) and (\ref{closure}) involve periodic functions. Nothing in them requires $q$ to fit a supercell or to join two points of the $k$ mesh: the states at $k+q$ are found by diagonalizing $H_{k+q}$.

\section{Second derivation: superposition of single-ion responses}

\subsection{Factoring the phase}

Displace the ion at the origin and no other. Per unit displacement, let the self-consistent changes of density and potential be $\nu(r)$ and $\phi(r)$. They are centred on the ion, are assumed to decay fast enough for the sums below to converge, and have no definite class. They satisfy
\begin{equation}
\phi(r)=g(r)+\int w(r-r')\nu(r')dr'+f_{\rm xc}(r)\nu(r).
\label{single}
\end{equation}
All ions are equivalent, so moving the ion at $R$ gives $\phi(r-R)$. To first order the effects of all ions add, each with its own amplitude:
\begin{equation}
\Delta V=\sum_Re^{iqR}\phi(r-R)=e^{iqr}v_q,\qquad
v_q=\sum_Re^{-iq(r-R)}\phi(r-R).
\label{super}
\end{equation}
The last sum is periodic, since a lattice shift of $r$ relabels its terms. In the same way $n_q=\sum_Re^{-iq(r-R)}\nu(r-R)$. Shifting (\ref{single}) by $R$, using $f_{\rm xc}(r-R)=f_{\rm xc}(r)$, multiplying by $e^{iqR}$ and summing reproduces (\ref{closure}).

\subsection{The coupling as a geometric sum}

Divide the ring into cells and write a point as $r+R$ with $r$ in the first cell. With $\kappa=k+q-k'$,
\begin{equation}
\langle\psi_{mk'}|\Delta V|\psi_{nk}\rangle
=\Bigl[\frac1N\sum_Re^{i\kappa R}\Bigr]\int_{\rm cell}e^{i\kappa r}u_{mk'}^*v_qu_{nk}\,dr .
\end{equation}
Along one lattice direction with $N$ cells of length $a$, the bracket is a geometric sum,
\begin{equation}
\frac1N\sum_{l=0}^{N-1}e^{i\kappa al}=\frac1N\,\frac{e^{i\kappa aN}-1}{e^{i\kappa a}-1}.
\end{equation}
On the ring $\kappa aN$ is a multiple of $2\pi$, so the numerator is zero. The sum vanishes unless the denominator is zero too, in which case every term is 1 and the bracket equals 1. In three dimensions the bracket is a product of three such factors. The surviving element, at $k'=k+q$, is the cell integral $M_{mn}=\int_{\rm cell}u_{m,k+q}^*v_qu_{nk}\,dr$.

The first-order orbital is now an explicit sum over empty states,
\begin{equation}
\Delta u_{vk}=\sum_c\frac{M_{cv}}{\varepsilon_{vk}-\varepsilon_{c,k+q}}\,u_{c,k+q}.
\end{equation}
Acting with $H_{k+q}-\varepsilon_{vk}$ cancels each denominator and leaves a minus sign:
\begin{equation}
(H_{k+q}-\varepsilon_{vk})\Delta u_{vk}=-\sum_cu_{c,k+q}M_{cv}=-(1-P_{k+q})v_qu_{vk}.
\end{equation}
This is (\ref{periodic}), because $P_{k+q}\Delta u_{vk}=0$. The density follows as in (\ref{density}).

\subsection{Force constants by two routes}

The electronic force on the ion at the origin is $F_0=-\int n\,\partial v(r-u_0)/\partial u_0\,dr$. Define $C(q)$ by $\Delta F_R=-C(q)e^{iqR}$. The direct ion--ion force is a separate sum and is left out. Differentiating $F_0$ acts on the density and on the well:
\begin{equation}
C(q)=\int e^{iqr}n_q\,g\,dr+\int n\,v''\,dr .
\end{equation}
The integrals run over the whole crystal, and $v''$ is the second derivative of $v$ along the displacement. Cutting space into cells and using the periodicity of $n_q$ and $n$ gives
\begin{equation}
C(q)=\int_{\rm cell}(v_q^{\rm ion})^*n_q\,dr+\int_{\rm cell}n\sum_Rv''(r-R)\,dr .
\label{cq}
\end{equation}
The conjugate appears because the first integrand contains $\sum_Re^{iq(r-R)}g(r-R)$.

The superposition picture gives the same quantity differently. If moving ion 0 changes the force on ion $R$ by $-C_R$ per unit displacement, then moving ion $R$ changes the force on ion 0 by $-C_{-R}$. Adding the contributions of the wave gives
\begin{equation}
C(q)=\sum_RC_{-R}e^{iqR}=\sum_RC_Re^{-iqR}.
\label{fourier}
\end{equation}

\section{Limits, real waves and second order}

At $q=0$ all ions move together and the density moves with them, $n(r-u)$. Hence $n_0=-\partial n$ along the displacement. The force on each ion is unchanged, so $C(0)=0$. Replacing $q$ by $q+G$ leaves every displacement in (\ref{wave}) as it was, so $\Delta n$ is the same function and
\begin{equation}
n_{q+G}=e^{-iGr}n_q,\qquad C(q+G)=C(q).
\end{equation}

Now let $u_R=Ae^{iqR}+Be^{-iqR}$ and expand the self-consistent potential in powers of $A$ and $B$. A lattice translation by $R$ has the same effect as replacing $A$ by $Ae^{iqR}$ and $B$ by $Be^{-iqR}$. A term in $A^jB^l$ therefore has class $(j-l)q$. For a real cosine wave $A=B=u/2$. Its first order contains $q$ and $-q$, and its second order contains $2q$, $0$ and $-2q$. If $2q$ is not a reciprocal vector, $q$ and $-q$ are different classes, each with half the strength of the complex wave. The cosine then couples $k$ to both $k+q$ and $k-q$, while the complex wave couples it at first order to $k+q$ alone. If $2q$ is a reciprocal vector, the two classes coincide. In that case $\sin qR=0$ for every $R$, so the cosine is itself the complex wave.

\section{A one-dimensional crystal}

The model has $a=3$ bohr, so $b=2\pi/a=2.0944\ \mathrm{bohr}^{-1}$, and two electrons per cell. The wells are $v=-2.5\,e^{-x^2/2\sigma^2}$ hartree with $\sigma=0.6$ bohr. The repulsion is $0.5\,e^{-x^2/2s^2}$ hartree with $s=1$ bohr, and the local potential is $-0.1\,n^2$ in atomic units. One band is filled, and the gap on a mesh of 12 $k$ points is 1.165 hartree.

The periodic equations were solved by iteration on 17 grid points in one cell. For comparison, a ring of 12 cells, with 204 points, was solved self-consistently with the wells actually displaced by amplitudes of $\pm0.001$ bohr. Central differences then give the derivatives, with no use of Bloch's theorem.

For $q=\tfrac5{12}b=0.8727\ \mathrm{bohr}^{-1}$ the phase advances by $150^\circ$ per cell. On the grid points, the largest $|n_q|$ is $1.551\ \mathrm{bohr}^{-2}$, and the two density responses differ by at most $2.6\times10^{-6}\ \mathrm{bohr}^{-2}$.

The table sorts the matrix elements of the ring's potential derivatives by the transfer $k'-k$ in units of $b/12$. Each entry is the largest element among the three lowest bands, in hartree/bohr for first order and hartree/bohr$^2$ for second. Transfers 1, 4, 6, 8 and 11 are omitted. Their first-order entries are below $10^{-12}$, and their second-order entries are at most $1.3\times10^{-7}$, reached at 4 and 8, the class $\pm4q$ of the quartic terms left by the finite step.

\begin{center}
\begin{tabular}{rccc}
transfer & complex & cosine & cosine, 2nd order\\
0 & $1\times10^{-12}$ & $1\times10^{-12}$ & 1.75\\
2 & $6\times10^{-13}$ & $9\times10^{-13}$ & 0.834\\
3 & $7\times10^{-13}$ & $2.2\times10^{-7}$ & $2\times10^{-9}$\\
5 & 1.53 & 0.764 & $1\times10^{-9}$\\
7 & $7\times10^{-13}$ & 0.764 & $1\times10^{-9}$\\
9 & $4.4\times10^{-7}$ & $2.2\times10^{-7}$ & $2\times10^{-9}$\\
10 & $1\times10^{-12}$ & $9\times10^{-13}$ & 0.834
\end{tabular}
\end{center}

The complex wave couples at transfer 5. The cosine couples at 5 and at $-5$, which is 7 modulo 12, with half the strength. Second order couples at 0, at 10 and at $-10$, which is 2.

The small entries at 3 and 9 come from the finite step $h$. The cubic terms $A^3$ and $B^3$ have class $\pm3q$, that is $\pm15$, or 3 and 9 modulo 12. The other cubic terms, $A^2B$ and $AB^2$, have class $\pm q$; $AB^2$ is $h^3/8$ for the cosine and $ih^3/8$ for the sine, so it cancels in cosine plus $i$ times sine and leaves nothing at 7. The cosine has $A^3=B^3=h^3/8$. The sine has $A=-ih/2$ and $B=ih/2$, so $A^3=ih^3/8$ and $B^3=-ih^3/8$. In the combination cosine plus $i$ times sine, the $A^3$ terms cancel and the $B^3$ terms add to $h^3/4$. The complex wave should then show nothing at 3 and twice the cosine's entry at 9, as the table does.

Moving one well of the ring gives the force constants $C_l$ at a distance of $l$ cells. In hartree/bohr$^2$ they are $C_0=0.2570$, $C_1=-0.1191$, $C_2=-0.00866$, $C_3=-0.00068$ and $C_4=-0.00005$. Each of $C_2$, $C_3$ and $C_4$ is smaller than the one before by a factor of about 13. Each $C_l$ is a mixed second derivative of the energy with respect to two displacements, whose order does not matter, so $C_l=C_{-l}$. Then (\ref{fourier}) at $150^\circ$ per cell gives
\begin{align}
C&=C_0+2C_1\cos150^\circ+2C_2\cos300^\circ+2C_3\cos450^\circ+\dots\nonumber\\
&\approx0.2570+0.2063-0.0087+0=0.4546 .
\end{align}
The term in $C_4$ adds $0.00005$. Equation (\ref{cq}) gives 0.45473 hartree/bohr$^2$, in agreement within the rounding of the $C_l$. A third value comes from the total energy of the ring with the cosine wave. Its second derivative is $C\sum_R\cos^2qR=6C$, and its second difference divided by 6 gives 0.45473 as well.

The wave with $q=0.2371\,b$ repeats after 10\,000 cells, since 2371 and 10\,000 have no common factor. The one-cell equations give $C=0.25506$ hartree/bohr$^2$ at unchanged matrix size, and the Fourier sum of the ring's force constants gives the same five digits. At $q=0$ the one-cell result is $|C|=1.3\times10^{-9}$ hartree/bohr$^2$, which is zero to numerical accuracy.

\section{What each derivation assumes}

Both derivations assume that the unperturbed state has the period of the lattice, and that the response is linear. If the ground state has a larger period, for example through a charge density wave, the same symmetry argument applies to the larger cell, and $k$ and $q$ refer to its smaller Brillouin zone. Disorder removes the selection rule in both.

The first derivation uses the response to the wave itself. Since $1-\chi_0K$ turns a function of class $q$ into another of class $q$, the response can be sought within that class. It is then enough that $1-\chi_0K$ is invertible there, and no statement is needed about other wave vectors or about how far the effect of one ion reaches. It also covers a nonlocal ionic operator that obeys $T_R\Delta VT_R^{-1}=e^{iqR}\Delta V$, because (\ref{select}) uses no other property of the perturbation. In (\ref{periodic}) the product $v_qu_{vk}$ then becomes $e^{-i(k+q)r}\Delta V e^{ikr}u_{vk}$, which is still periodic.

The second derivation needs more: the response to one displaced ion must exist, and the sums in (\ref{super}) must converge. On the ring a single displacement is a mixture of all waves,
\begin{equation}
\delta_{R,0}=\frac1N\sum_qe^{iqR},
\end{equation}
so $\phi$ requires a regular response at every $q$, including those of no interest. In return, it yields the force constants in real space, and their decay shows how many are needed to reach any other $q$.

Convergence needs care for the Coulomb interaction, where $\hat w(Q)=4\pi/Q^2$ in three dimensions. A Coulomb well gives $g$ a dipole tail $1/r^2$, and the number of cells at distance $r$ grows as $r^2$, so the sums in (\ref{bare}) and in $v_q^{\rm ion}$ do not converge absolutely. They are defined by their Fourier components, $v_q^{\rm ion}=\Omega^{-1}\sum_G\hat g(q+G)e^{iGr}$, with $\Omega$ the cell volume and $\hat g$ the transform of $g$. At $q\neq0$ in the first zone every $\hat g(q+G)$ and $\hat w(q+G)$ is finite, and the first derivation stands with this reading. In a polar insulator, which needs more than one ion per cell, a displaced ion keeps a net dipole after screening. Then $\phi$ also falls as $1/r^2$, the sum in (\ref{super}) does not converge absolutely either, and the $G=0$ term needs separate treatment as $q\to0$. A vanishing dipole is not always enough: with several ions per cell a displaced ion can leave a quadrupole, $\phi$ then falls as $1/r^3$, and the sum of absolute values still diverges logarithmically. The force constants need the same care, because $C$ as defined here is the electronic part alone. For an insulator with one ion of charge $Z$ per cell, the electronic $C_R$ fall only as $1/R^3$, cancelling the tail of the direct ion--ion term. The limits of $C(q)$ as $q\to0$ along and across the displacement then differ by $-4\pi Z^2/\Omega$, and only the sum of the electronic and ion--ion parts tends to zero from every direction. The wells and the repulsion of the model have short range, so these singular terms are absent from it.

In a metal the selection rule survives, since (\ref{select}) does not mention occupations. The projector equations lose their guarantee. With whole occupations and no empty level degenerate with an occupied one, as on a finite ring with a closed shell, they still hold if the sums run over the occupied states and $P_{k+q}$ projects on the states occupied at $k+q$. In the infinite crystal there is no gap, so $H-\varepsilon_v$ can be singular among the empty states. With fractional occupations the density matrix is no longer a projector, and partly filled levels contribute terms that cancel in an insulator.

Numbers in the example were calculated in double precision.
